# Why a uniformly filled source hides weak phase objects, even defocused

**Question.** A shallow relief on a transparent mask changes the phase of the light and not its amplitude. With a small source, such a relief can be made visible by defocusing. When a uniform incoherent source fills the pupil of the imaging lens, the linear contrast is absent in focus and stays absent on defocusing. Why? Is it because an even pupil, inverted through its centre, makes the relevant transfer coefficient real?

**Answer.** The cancellation comes from pairs of source points. It needs no inversion symmetry, and the coefficient may be complex.

## The mechanism: two fringes in antiphase

Let the mask be thin and illuminated by mutually incoherent plane waves, one from each source point. Directions are measured by a two-dimensional vector $s$ in units of the numerical aperture NA, so that an ideal circular pupil is the disc $|s|\le 1$. Positions $x$ in the image are measured in units of $\lambda/\mathrm{NA}$, and spatial frequencies $f$ in units of $\mathrm{NA}/\lambda$. The pupil function $P(s)$ is complex: its modulus is the transmission and its phase contains aberrations and defocus. Outside the aperture it is zero.

The mask transmits $o(x)=e^{i\varphi(x)}\approx 1+i\varphi(x)$, with $\varphi$ real and small. Define the Fourier amplitude by

$$\varphi(x)=\int\hat\varphi(f)\,e^{2\pi i f\cdot x}\,df,\qquad \hat\varphi(-f)=\hat\varphi^*(f).$$

The second relation holds because $\varphi$ is real.

Consider a source point at $s$. Its undiffracted wave passes through the pupil at $s$, and the component $f$ of the mask scatters some light to $s+f$. In the image the two waves interfere. The part of the intensity that varies as $e^{2\pi i f\cdot x}$ is the scattered wave times the conjugate of the undiffracted one:

$$A=i\hat\varphi(f)\,P(s+f)\,P^*(s).$$

Now consider the source point at $s+f$. Its undiffracted wave passes at $s+f$, and the component $-f$ scatters light to $s$, with amplitude $i\hat\varphi(-f)P(s)$. In the part that varies as $e^{2\pi i f\cdot x}$, this time the scattered wave is the conjugated one:

$$B=P(s+f)\,[i\hat\varphi(-f)P(s)]^*=-i\hat\varphi(f)\,P(s+f)\,P^*(s)=-A.$$

Both processes use the same two points of the pupil, with the roles of background and scattered light exchanged. An aberration therefore shifts both fringes by the same amount. The factor $i$ of a phase object changes sign under conjugation and puts the fringes in antiphase. As the source points are incoherent, their intensities add, and the fringes cancel if the two points are equally bright.

Defocus changes the common phase of $P(s+f)P^*(s)$ but cannot unbalance the pair. A source that lights one member and leaves the other dark can.

## From the pair to the image formula

Let $S(s)$ be the source brightness. For one source point the image field is

$$E_s(x)=e^{2\pi i s\cdot x}\int\hat o(f)\,P(s+f)\,e^{2\pi i f\cdot x}\,df,$$

and the image is $I(x)=\int S(s)|E_s(x)|^2ds$. This assumes scalar light and a mask whose transmission does not depend on the illumination angle. Multiplying out the square leads to the cross-coefficient

$$T(f_1,f_2)=\int S(s)\,P(s+f_1)\,P^*(s+f_2)\,ds .$$

To first order $\hat o(f)=\delta(f)+i\hat\varphi(f)$. The linear part of the image has two terms:

$$I_1(x)=\int i\hat\varphi(f)T(f,0)e^{2\pi i f\cdot x}df-\int i\hat\varphi^*(f)T(0,f)e^{-2\pi i f\cdot x}df .$$

In the second integral replace $f$ by $-f$ and use $\hat\varphi^*(-f)=\hat\varphi(f)$. The amplitude at frequency $f$ is then

$$\hat I_1(f)=i\hat\varphi(f)\,[T(f,0)-T(0,-f)].\tag{1}$$

The second coefficient is $\int S(s)P(s)P^*(s-f)\,ds$. Replacing $s$ by $s+f$, which is allowed because the integral covers the whole plane, gives

$$T(0,-f)=\int S(s+f)\,P(s+f)\,P^*(s)\,ds .$$

Hence

$$\hat I_1(f)=i\hat\varphi(f)\int[S(s)-S(s+f)]\,P(s+f)\,P^*(s)\,ds.\tag{2}$$

The product of pupil functions vanishes unless both $s$ and $s+f$ lie in the pupil. If $S$ has one constant value over the whole pupil, the bracket is zero wherever the product is not. Then $\hat I_1(f)=0$ at every frequency, for any $P$.

The source need not end at the edge of the pupil. A source point outside the pupil has no undiffracted wave in the image, so its scattered light has no background to interfere with and contributes from second order in $\varphi$ onward. Exact filling is thus sufficient, and overfilling does not bring the linear contrast back.

## Where reality does enter

The same result in real space shows which quantity has to be real. The coherent point response is $h(x)=\int P(s)e^{2\pi i s\cdot x}ds$. The field scattered from source point $s$ is

$$i\int\varphi(x')\,h(x-x')\,e^{2\pi i s\cdot x'}dx',$$

and its background is $P(s)e^{2\pi i s\cdot x}$. Multiply the first by the conjugate of the second and sum over the source. The sum over $s$ acts on

$$\int S(s)P^*(s)\,e^{-2\pi i s\cdot(x-x')}ds=h^*(x-x').$$

The equality holds because $SP=P$ when the filled source has unit brightness. The linear image is therefore

$$I_1(x)=2\,\mathrm{Re}\left[i\int\varphi(x')\,|h(x-x')|^2dx'\right]=0.$$

The integral is real because $|h|^2$ is a squared modulus, whatever the aberrations. Its Fourier transform,

$$C(f)=\int P(s+f)P^*(s)\,ds,$$

is in general complex. It satisfies $C(-f)=C^*(f)$, which is the condition for a real function of position.

An amplitude object behaves differently. For $o=1-a$ with $a$ real and small, $i\varphi$ is replaced by $-a$, and the linear image is $-2\int a(x')|h(x-x')|^2dx'$. The filled source thus keeps the linear image of absorption and removes that of phase.

## What inversion symmetry can and cannot do

Suppose that $S$ and $P$ are both even. Replacing $s$ by $-s$ in $T(0,-f)$ gives

$$T(0,-f)=\int S(s)P(s)P^*(s+f)\,ds=T^*(f,0).$$

Equation (1) becomes

$$\hat I_1(f)=-2\hat\varphi(f)\,\mathrm{Im}\,T(f,0).\tag{3}$$

In this case the contrast vanishes if and only if $T(f,0)$ is real. Inversion has related the two coefficients, but it has not made either of them real. A focused, unaberrated pupil does so because $P$ itself is real. A filled source does so because translation makes the two coefficients equal, and a number equal to its own conjugate is real.

There is also a null of a different kind. If $S$ is even and the pupil has uniform transmission with a purely odd phase, such as coma in focus, then $P(-s)=P^*(s)$. The substitution $s\to-s$ now gives $T(0,-f)=T(f,0)$ for a source of any radius, with a complex value. Adding defocus to the coma destroys this symmetry, and the null is then no longer guaranteed unless the source fills the pupil.

The sign of the contrast for a small source can be read from equation (2). Let the pupil be a clear disc with phase $W(s)$ that depends on $|s|$ alone, and let the source be a uniform disc of radius $\sigma<1$. Exchanging the ends of a pair, $s\to-s-f$, reverses the bracket and conjugates the pupil product. The cosine part of the product integrates to zero, which leaves

$$\hat I_1(f)=-\hat\varphi(f)\int[S(s)-S(s+f)]\sin[W(s+f)-W(s)]\,ds,$$

where the integral covers pairs with both ends in the pupil. A pair counts if one end is inside the source and the other outside. For defocus $W$ changes monotonically from centre to edge, so when the total phase change is below $\pi$ all these pairs contribute with the same sign. As $\sigma$ approaches 1, the ring of unlit pupil shrinks and the contrast goes to zero.

## A numerical case: a shallow mask relief

Take the wavelength as 193 nm, NA as 0.75 and the reduction from mask to wafer as 4. These are rough typical values for a dry ArF scanner. The relief is sinusoidal, with a pitch of 300 nm at wafer scale, or 1200 nm on the mask, and a peak-to-valley depth $d=10$ nm. The refractive index of the fused silica is taken as roughly $n=1.56$.

The normalized frequency is

$$f=\frac{193}{300\times0.75}=0.858 .$$

The peak-to-valley phase is $2\pi(n-1)d/\lambda$. The amplitude of the cosine is half of this:

$$\varepsilon=\frac{\pi(0.56)(10)}{193}=0.0912\ \text{rad}.$$

A defocus of $z=150$ nm in air enters the pupil as $W(s)=(2\pi z/\lambda)(\sqrt{1-\mathrm{NA}^2|s|^2}-1)$. Its magnitude changes by 1.65 rad from centre to edge, which is below $\pi$.

For $\varphi=\varepsilon\cos(2\pi f x)$ the Fourier amplitude at $f$ is $\varepsilon/2$. The intensity contains this frequency and its conjugate, so the cosine amplitude is $2|\hat I_1|$. Let $T$ from here on be divided by the clear-field intensity $\int S|P|^2ds$. The linear modulation relative to the clear field is

$$m=\varepsilon\,|T(f,0)-T(0,-f)| .$$

The integrals were evaluated by Gauss quadrature over the source disc, divided at the edges of the shifted pupils. For $\sigma=0.6$ they give $T(f,0)=0.4221-0.2878i$ and $T(0,-f)=0.4221+0.2878i$. The coefficients are conjugates, as inversion requires, and

$$m=0.0912\times2\times0.2878=0.0525 .$$

With all else fixed, the source radius changes the modulation as follows.

| $\sigma$ | Linear modulation |
|---|---|
| 0.30 | 11.0% |
| 0.60 | 5.25% |
| 0.95 | 0.55% |
| 1.00 | 0 |

At $\sigma=1$ both coefficients equal 0.3447. With 0.05 wave of coma added, in the form $2\pi(0.05)(3|s|^2-2)s_x$, both become $0.3373-0.0375i$. If the pupil amplitude is also tilted by the factor $1+0.3s_x$, both become $0.3294-0.0833i$. The pupil is then even in neither phase nor modulus and the coefficient is complex, yet the linear contrast is still zero.

Through focus, the source with $\sigma=0.6$ gives modulations of 0, 5.25% and 5.59% at defocus 0, 150 and 300 nm. The last two values are close because the contrast passes a maximum of about 6.1% near 250 nm and is already falling at 300 nm. It depends on the sine of phase differences, and doubling a difference $\Delta$ lowers its sine when $\pi/3<\Delta<\pi$. About a third of the contributing pairs lie in this range at 150 nm, and their loss offsets most of the gain of the others. The filled source gives zero at all three settings.

## What is left beyond first order

The grating has diffraction amplitudes $a_0\approx1-\varepsilon^2/4$, $a_{\pm1}\approx i\varepsilon/2$ and $a_{\pm2}\approx-\varepsilon^2/8$. The second-order part at frequency $2f$ is

$$\hat I_2(2f)=-\frac{\varepsilon^2}{8}[T(2f,0)+T(0,-2f)]+\frac{\varepsilon^2}{4}T(f,-f).$$

For a filled source the first two coefficients are equal by translation. In $T(f,-f)$ both $s+f$ and $s-f$ must lie in the pupil. Their midpoint $s$ then lies in the circular pupil too, where $S$ has its full value. A shift of $s$ by $f$ turns $T(f,-f)$ into $T(2f,0)$, and the sum is zero. For this single sinusoid the second harmonic therefore starts at fourth order. The full image, computed without expanding the phase, gives it a modulation of about 0.00002%.

The mean intensity does change at second order, because some scattered light misses the pupil. The fraction of first-order light that passes, averaged over the filled source, is the overlap of two unit discs displaced by $f$ divided by the area of one disc, here 0.4712. The mean is

$$1-\frac{\varepsilon^2}{2}(1-0.4712)=0.9978,$$

which agrees with the full image at this precision. This term is the case of equal frequencies, $f_1=f_2$, in the second-order response. By continuity, a relief with two closely spaced frequencies also leaves a second-order beat at their difference. The vanishing of the second harmonic is thus not a general absence of second-order structure.

At the grating pitch itself the residue is of third order. The products $a_2a_1^*$ and $a_{-1}a_{-2}^*$ give

$$\hat I_3(f)=\frac{i\varepsilon^3}{16}[T(2f,f)-T(-f,-2f)].$$

The products with $a_0$ cancel by translation, as before. In the bracket both orders must pass the pupil while the source point lies within the source; translation now moves that restriction to different places for the two terms, so they need not agree. For an even pupil and source, $T(-f,-2f)=T^*(2f,f)$, so the bracket vanishes in focus, where $P$ is real. At 150 nm defocus the full image has a modulation of 0.0011% at this pitch. In a separate calculation at the same defocus, doubling $\varepsilon$ from 0.1 to 0.2 multiplied this residue by 7.95, close to the factor 8 of a cubic law.

## The model beside a real scanner

The wavelength, aperture and reduction lie in the range of real dry scanners. The fully filled source is the assumption to treat with care: at $\sigma=0.95$ this relief already has a linear modulation of 0.55%, about 500 times the cubic residue of the filled source. Uniformity matters as well. A filled source whose brightness falls by 2% from centre to edge, as $1-0.02|s|^2$, gives 0.026% at 150 nm defocus.

A small amplitude error escapes the pair cancellation and is reduced only by the ordinary transfer factor of the lens. If the mask transmission also has an amplitude modulation of 0.001, the resulting linear image modulation is $2\times0.001\times0.3447=0.069\%$. This exceeds the cubic phase residue of the ideal thin mask by a factor of about 60.

The optical path through a real relief depends on angle. Suppose that the mask phase follows the incident direction alone, with weight

$$w(s)=\frac{\sqrt{n^2-q^2}-\sqrt{1-q^2}}{n-1},\qquad q=\frac{\mathrm{NA}\,|s|}{4}.$$

This weight acts like an uneven source in equation (2) and gives a modulation of 0.015%. If the dependence is instead real and symmetric under exchange of the incident and scattered directions, both members of each pair carry the same weight and the null returns. The size of the effect in a real mask therefore depends on more than this estimate, which gives only an order of magnitude. A scalar wave solution for the corrugated glass–air surface, with the source uniform inside the glass, lies between the two cases, at about 0.004%.

The relief also has thickness. Diffraction across it produces a relative phase of about $\pi\lambda d/p_m^2=0.0042$ rad, where $p_m=1200$ nm is the mask pitch. This is small compared with one radian, which supports the thin-mask description of the main diffraction amplitudes for this smooth relief. The residues of 0.0011% at the grating pitch and 0.00002% at the second harmonic, however, belong to the ideal thin mask. In a real relief, angle dependence and thickness can outweigh them. Scattering from steep walls is not covered either and needs a solution of Maxwell's equations for the mask.

At NA 0.75 the vector nature of light changes the image. To include it, let the lens turn each polarization vector with its ray and multiply the amplitude by $1/\sqrt{\cos\theta}$, where $\theta$ is the ray angle at the wafer. Each field component then has its own pupil function for each input polarization. If the input polarization is the same for all source points, or the light is unpolarized, translation applies to each component separately, and the linear phase contrast remains zero. For unpolarized light the transfer coefficient $C(f)$, again divided by the clear field, falls from 0.345 to 0.295. At this pitch and 150 nm defocus, the two corrections together weaken the image of an amplitude grating by about 14% without giving the phase grating any linear contrast. Turning the polarization alone accounts for about 11% and the factor $1/\sqrt{\cos\theta}$ alone for about 3%; the corresponding factor on the mask side, left out here, would move 0.295 to 0.296. The unpolarized figure averages a drop of about 25% for light polarized along the grating vector and about 4% for light polarized along the lines. A polarization that varies across the source can break the pairing, since the two members then no longer carry the same weights.

These figures describe the optical intensity in air. Reflections within the resist and its chemical response are left out, so the percentages are not changes in printed line width.
